# Permittivity from charged-defect energies in two cubic supercells: test program

```python
# Result under test: the leading image term of a charged cubic supercell,
#   E(L) = E_inf - k q^2 alpha / (2 eps L),
# gives eps = k q^2 alpha (1/L1 - 1/L2) / (2 D), D = E(L2) - E(L1).
# k = e^2/(4 pi eps0) in eV nm, q = charge number, L = cell edge in nm,
# alpha = simple cubic constant for a point charge in a uniform background,
# eps = relative permittivity of the host.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import erfc

k = const.e / (4 * np.pi * const.epsilon_0) * 1e9
q = 2
L1, L2 = 1.0, 2.0
rise = 0.204


def image_constant(tensor_diagonal, splitting):
    """Minus the zero-average image potential at a unit charge, unit cell."""
    eps_diag = np.array(tensor_diagonal, dtype=float)
    det = np.prod(eps_diag)
    eta = splitting * det ** (1 / 6)
    n = np.arange(-6, 7)
    points = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
    points = points[np.any(points != 0, axis=1)]
    s = np.sqrt(np.sum(points**2 / eps_diag, axis=1))
    g2 = np.sum((2 * np.pi * points) ** 2 * eps_diag, axis=1)
    real_part = np.sum(erfc(eta * s) / s) / np.sqrt(det)
    wave_part = np.sum(4 * np.pi * np.exp(-g2 / (4 * eta**2)) / g2)
    own_part = 2 * eta / np.sqrt(np.pi * det)
    return -(real_part + wave_part - np.pi / eta**2 - own_part)


alpha = image_constant([1, 1, 1], 2.0)
assert abs(alpha - image_constant([1, 1, 1], 2.7)) < 1e-10

# Direct real-space sum over neutral cubes, without any Ewald splitting.
face = dblquad(lambda y, x: 1 / np.sqrt(x * x + y * y + 0.25),
               -0.5, 0.5, -0.5, 0.5)[0]
cube_integral = 1.5 * face
N = 40
m = np.arange(-N, N + 1)
r2 = (m[:, None, None]**2 + m[None, :, None]**2
      + m[None, None, :]**2).astype(float)
r2[N, N, N] = np.inf
direct_potential = np.sum(1 / np.sqrt(r2)) - cube_integral * (2 * N + 1)**2
alpha_direct = -direct_potential + np.pi / 6
# The remaining tail of the cube sum falls as 1/N^2.
assert abs(alpha_direct - alpha) < 3e-4


def inverse_screening(g2, eps, lam):
    """Inverse permittivity: 1/eps at long waves, 1 at short waves."""
    return 1 / eps + (1 - 1 / eps) * lam**2 * g2 / (1 + lam**2 * g2)


def periodic_energy(L, eps, lam, width):
    """Energy in eV of a periodic Gaussian charge, G = 0 left out."""
    nmax = int(np.ceil(6 * L / (2 * np.pi * width)))
    g = 2 * np.pi / L * np.arange(-nmax, nmax + 1)
    g2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
    g2 = g2[g2 > 0]
    terms = np.exp(-width**2 * g2) / g2 * inverse_screening(g2, eps, lam)
    return k * q**2 * 2 * np.pi / L**3 * np.sum(terms)


def isolated_energy(eps, lam, width):
    """Energy in eV of the same charge alone in the infinite host."""
    integral = quad(lambda g: np.exp(-(width * g)**2)
                    * inverse_screening(g * g, eps, lam),
                    0, 8 / width, epsabs=1e-11, epsrel=1e-11)[0]
    return k * q**2 / np.pi * integral


def infer_eps(energy_rise, small, large, charge=q):
    return (k * charge**2 * alpha * (1 / small - 1 / large)
            / (2 * energy_rise))


eps = infer_eps(rise, L1, L2)
assert abs(eps - 20) < 0.1

# Known-permittivity model: test the size law and the two-cell inference.
eps_true, width = 20.0, 0.05
model = {}
for lam in (0.0, 0.03, 0.05):
    alone = isolated_energy(eps_true, lam, width)
    energies = {L: periodic_energy(L, eps_true, lam, width)
                for L in (1.0, 1.5, 2.0, 4.0)}
    b = (1 - 1 / eps_true) * lam**2 - width**2 / eps_true
    for L, energy in energies.items():
        predicted = k * q**2 * (-alpha / (2 * eps_true * L)
                                - 2 * np.pi * b / L**3)
        assert abs(energy - alone - predicted) < 1e-6
    assert energies[1.0] < energies[2.0] < energies[4.0] < alone
    small_pair = infer_eps(energies[2.0] - energies[1.0], 1.0, 2.0)
    large_pair = infer_eps(energies[4.0] - energies[2.0], 2.0, 4.0)
    error_ratio = (eps_true / small_pair - 1) / (eps_true / large_pair - 1)
    assert abs(error_ratio - 4) < 0.01
    edges = np.array([1.0, 1.5, 2.0])
    matrix = np.column_stack([np.ones(3), 1 / edges, 1 / edges**3])
    fit = np.linalg.solve(matrix, [energies[L] for L in edges])
    eps_three = -k * q**2 * alpha / (2 * fit[1])
    assert abs(eps_three - eps_true) < 1e-3
    assert abs(fit[0] - alone) < 1e-5
    model[lam] = (energies[2.0] - energies[1.0], small_pair,
                  large_pair, eps_three, -2 * np.pi * k * q**2 * b)
# With a point-like response the leading term alone is nearly sufficient.
assert abs(model[0.0][1] - eps_true) < 0.5

# Anisotropic host: scalar permittivity seen by the cubic image array.
principal = [15, 20, 25]
tensor_constant = image_constant(principal, 2.0)
assert abs(tensor_constant - image_constant(principal, 2.5)) < 1e-10
assert abs(image_constant([20, 20, 20], 2.0) - alpha / 20) < 1e-10
eps_effective = alpha / tensor_constant
assert min(principal) < eps_effective < max(principal)

# Order-of-magnitude elastic energy and screened field of one defect.
force_dipole, modulus_gpa, distance = 5.0, 150.0, 0.5
modulus = modulus_gpa * 1e9 * 1e-27 / const.e
elastic = force_dipole**2 / (modulus * L1**3)
elastic_rise = elastic * (1 - (L1 / L2)**3)
field = k * q / (eps * distance**2) * 10

image1 = -k * q**2 * alpha / (2 * eps * L1)
image2 = -k * q**2 * alpha / (2 * eps * L2)
assert abs(image2 - image1 - rise) < 1e-12

print(f"Charge number q: {q}")
print(f"Cell edges L1, L2: {L1:.1f}, {L2:.1f} nm")
print(f"Energy rise D: {rise:.3f} eV")
print(f"Coulomb constant k: {k:.5f} eV nm")
print(f"Cubic constant alpha, Ewald: {alpha:.6f}")
print(f"Cubic constant alpha, direct sum: {alpha_direct:.5f}")
print(f"Integral of 1/r over unit cube: {cube_integral:.5f}")
print(f"Difference 1/L1 - 1/L2: {1/L1 - 1/L2:.3f} 1/nm")
print(f"Product k q^2 alpha / 2: {k*q**2*alpha/2:.4f} eV nm")
print(f"Inferred relative permittivity: {eps:.2f}")
print(f"Image energy in cell L1: {image1:.3f} eV")
print(f"Image energy in cell L2: {image2:.3f} eV")
print(f"Isolated limit above E(L2): {-image2:.3f} eV")
print(f"Permittivity for D = 0.2035 eV: {infer_eps(0.2035, L1, L2):.2f}")
print(f"Permittivity for D = 0.2045 eV: {infer_eps(0.2045, L1, L2):.2f}")
print(f"Permittivity for D = 0.194 eV: {infer_eps(0.194, L1, L2):.2f}")
print(f"Permittivity for D = 0.214 eV: {infer_eps(0.214, L1, L2):.2f}")
print(f"Slip, charge one used: {infer_eps(rise, L1, L2, 1):.2f}")
print(f"Slip, factor one half forgotten: {2*eps:.2f}")
print(f"Model: true permittivity {eps_true:.0f}, width {width:.2f} nm")
for lam, (d, pair1, pair2, three, cubic) in model.items():
    print(f"Screening length {lam:.2f} nm:")
    print(f"  cubic term at 1 nm: {cubic:.4f} eV")
    print(f"  rise from 1 to 2 nm: {d:.4f} eV")
    print(f"  permittivity from 1 and 2 nm cells: {pair1:.2f}")
    print(f"  permittivity from 2 and 4 nm cells: {pair2:.2f}")
    print(f"  permittivity from three cells: {three:.2f}")
print(f"Principal permittivities: {principal}")
print(f"Effective scalar permittivity: {eps_effective:.2f}")
print(f"Force dipole: {force_dipole:.0f} eV, modulus: {modulus_gpa:.0f} GPa")
print(f"Modulus in atomic-scale units: {modulus:.0f} eV/nm^3")
print(f"Elastic energy scale at L1: {elastic:.3f} eV")
print(f"Elastic change from L1 to L2: {elastic_rise:.3f} eV")
print(f"Screened field at {distance:.1f} nm: {field:.2f} MV/cm")
print("no test failed")
```

Running it gives:

```
Charge number q: 2
Cell edges L1, L2: 1.0, 2.0 nm
Energy rise D: 0.204 eV
Coulomb constant k: 1.43996 eV nm
Cubic constant alpha, Ewald: 2.837297
Cubic constant alpha, direct sum: 2.83730
Integral of 1/r over unit cube: 2.38008
Difference 1/L1 - 1/L2: 0.500 1/nm
Product k q^2 alpha / 2: 8.1712 eV nm
Inferred relative permittivity: 20.03
Image energy in cell L1: -0.408 eV
Image energy in cell L2: -0.204 eV
Isolated limit above E(L2): 0.204 eV
Permittivity for D = 0.2035 eV: 20.08
Permittivity for D = 0.2045 eV: 19.98
Permittivity for D = 0.194 eV: 21.06
Permittivity for D = 0.214 eV: 19.09
Slip, charge one used: 5.01
Slip, factor one half forgotten: 40.05
Model: true permittivity 20, width 0.05 nm
Screening length 0.00 nm:
  cubic term at 1 nm: 0.0045 eV
  rise from 1 to 2 nm: 0.2003 eV
  permittivity from 1 and 2 nm cells: 20.40
  permittivity from 2 and 4 nm cells: 20.10
  permittivity from three cells: 20.00
Screening length 0.03 nm:
  cubic term at 1 nm: -0.0264 eV
  rise from 1 to 2 nm: 0.2274 eV
  permittivity from 1 and 2 nm cells: 17.97
  permittivity from 2 and 4 nm cells: 19.45
  permittivity from three cells: 20.00
Screening length 0.05 nm:
  cubic term at 1 nm: -0.0814 eV
  rise from 1 to 2 nm: 0.2755 eV
  permittivity from 1 and 2 nm cells: 14.83
  permittivity from 2 and 4 nm cells: 18.40
  permittivity from three cells: 20.00
Principal permittivities: [15, 20, 25]
Effective scalar permittivity: 19.91
Force dipole: 5 eV, modulus: 150 GPa
Modulus in atomic-scale units: 936 eV/nm^3
Elastic energy scale at L1: 0.027 eV
Elastic change from L1 to L2: 0.023 eV
Screened field at 0.5 nm: 5.75 MV/cm
no test failed
```
